# Why heating a perfect periodic crystal misses its melting point

## A crystal whose melting temperature is known

Take a cubic lattice with periodic boundaries. Each of its $N$ sites is either crystalline or liquid. A liquid site costs an energy $\varepsilon$ but has $D$ internal states, which represent the greater disorder of a liquid. Each pair of unlike neighbours costs an energy $J$. A configuration with $n$ liquid sites and $b$ unlike pairs has the statistical weight

$$w=D^{\,n}\,e^{-(\varepsilon n+Jb)/kT}.$$

Exchange crystal and liquid on every site. Then $n$ becomes $N-n$, while $b$ is unchanged, because unlike pairs stay unlike. The ratio of the two weights is

$$\frac{w(n,b)}{w(N-n,b)}=\exp\!\left[(2n-N)\left(\ln D-\frac{\varepsilon}{kT}\right)\right].$$

If $kT>\varepsilon/\ln D$, the second bracket is positive, and every configuration with a liquid majority outweighs its crystalline partner. Below this temperature the order is reversed. Provided that $J$ is large enough for two distinct phases to exist, they are in equilibrium at

$$kT_m=\frac{\varepsilon}{\ln D}.$$

For $D=4$ this is $T_m=0.7213$ in units of $\varepsilon/k$. Let $J=0.5\,\varepsilon$ and use $16^3$ sites. In the simulation each site is repeatedly redrawn with its equilibrium probability for the current state of its neighbours; one pass over all sites is a sweep.

Now heat perfect crystals, starting slightly below $T_m$, and record the temperature $T_h$ at which more than half of the sites are liquid. With a temperature rise of $0.0001$ per sweep, the mean over eight copies is $T_h=0.858$, or $1.19\,T_m$. With a rise of $0.001$ per sweep it is $0.887$, or $1.23\,T_m$. Both values are far too high, and they disagree with each other. The simulation does not separate the wait for a liquid nucleus from the time the liquid needs to grow to half of the cell; $T_h$ includes both.

A second experiment shows what is missing. Hold the temperature at $0.76$, which is $1.054\,T_m$, for 1500 sweeps. Copies that start as perfect crystals end with a liquid fraction of at most $0.035$. Copies that start half liquid end with at least $0.967$. The temperature, the energy function and the duration are the same; only the start differs. The crystal is not stable at this temperature. It has merely not found the way to the liquid.

In half-liquid cells the interfaces themselves reveal $T_m$. The liquid loses $0.032$ layers per sweep at $T=0.71$ and gains $0.008$ at $T=0.73$, so the sign change brackets $T_m$. A straight line through four such drifts crosses zero at $0.725$, within $0.5\%$ of the known value. This closeness is not the precision of the method. The two temperatures lie $0.011$ below and $0.009$ above $T_m$, so drifts of similar size are expected. That they differ by a factor of four shows a scatter comparable with the value $0.008$ itself. No statistical error was computed, and at the lowest temperature, $T=0.69$, the liquid loses $0.052\times120\approx6$ layers during the 120 measured sweeps, after 30 preparatory sweeps that had already thinned the initial 8. The slab has then practically vanished, which cuts that drift short. At $T=0.75$ much the same happens to the crystal.

## The correct statement

The melting temperature at a given pressure is the temperature at which crystal and liquid have equal chemical potentials, $\mu_s=\mu_l$. It is a property of the two phases, not of a path between them. In classical nucleation theory the following holds:

1. A perfect periodic crystal that is heated melts at a temperature $T_h>T_m$, which depends on the heating rate and the number of atoms.
2. In a cell that already contains both phases, separated by rough planar interfaces, the mean drift of the interfaces has the sign of $T-T_m$ and vanishes at $T_m$.

The assumptions are constant pressure, a latent heat $L$ per atom that does not depend on temperature, the same volume $v$ per atom in both phases, and a constant, isotropic interface free energy $\gamma$ per area. Elastic energy around a liquid inclusion is neglected; it would raise the barrier. Energies are in hartree, lengths in bohr, temperatures in kelvin and times in picoseconds.

## The driving force

With $\mu=h-Ts$ for each phase, where $h$ and $s$ are enthalpy and entropy per atom,

$$\Delta\mu\equiv\mu_s-\mu_l=-(h_l-h_s)+T(s_l-s_s)=-L+T\,\Delta s .$$

If $L$ does not change with temperature, the two heat capacities are equal, so $\Delta s$ is constant too. The condition $\Delta\mu(T_m)=0$ gives $\Delta s=L/T_m$, and therefore

$$\Delta\mu=L\,\frac{T-T_m}{T_m}.$$

A positive $\Delta\mu$ is the free energy gained per melted atom.

## The barrier

A spherical liquid nucleus of $n$ atoms and radius $r$ has volume $nv=4\pi r^3/3$ and area $4\pi r^2=(36\pi)^{1/3}(nv)^{2/3}$; cubing both sides gives $64\pi^3r^6$ each time. Its free energy relative to the perfect crystal is

$$G(n)=-n\,\Delta\mu+a\,n^{2/3},\qquad a=(36\pi)^{1/3}\gamma v^{2/3}.$$

For small $n$ the surface term wins, so a small nucleus tends to shrink. If $T\le T_m$, both terms are non-negative and $G$ rises for all $n$: there is no melting in an unbounded crystal. If $T>T_m$, there is a maximum where

$$G'(n)=-\Delta\mu+\tfrac23\,a\,n^{-1/3}=0
\quad\Rightarrow\quad n^*=\left(\frac{2a}{3\Delta\mu}\right)^3 .$$

Insertion gives the barrier

$$W=a\,\frac{4a^2}{9\Delta\mu^2}-\frac{8a^3}{27\Delta\mu^2}
=\frac{4a^3}{27\Delta\mu^2}=\frac{16\pi\gamma^3v^2}{3\Delta\mu^2},$$

where the last form uses $a^3=36\pi\gamma^3v^2$. Comparison with $n^*$ also shows that $W=\tfrac12 n^*\Delta\mu$. The barrier diverges as $(T-T_m)^{-2}$ when $T_m$ is approached from above.

**The finite cell.** In a periodic cube of side $\ell$ the divergence is cut off, because a large liquid region can connect with its own images. At liquid fraction $f$, the interface areas divided by $\ell^2$ are

$$\text{sphere: }(36\pi)^{1/3}f^{2/3},\qquad \text{cylinder: }2\sqrt{\pi f},\qquad \text{slab: }2 .$$

The cylinder formula follows from $f=\pi R^2/\ell^2$ and the area $2\pi R\ell$. Sphere and cylinder have equal areas when, after raising to the sixth power, $(36\pi)^2f^4=64\pi^3f^3$, so $f=4\pi/81\approx0.155$. Cylinder and slab are equal at $f=1/\pi\approx0.318$. Among these shapes the least area never exceeds that of the slab, so the barrier at $T_m$ is $2\gamma\ell^2$. It is finite, and the next question is whether a simulation can cross it.

## The rate of nucleation

Let $c_n$ be the number of nuclei of size $n$ per site. A nucleus grows from $n$ to $n+1$ at the rate $g_n$ and shrinks back at the rate $d_{n+1}$. Detailed balance requires $d_{n+1}=g_n\,e^{(G_{n+1}-G_n)/kT}$. With $u_n=c_n\,e^{G_n/kT}$ the net flux is

$$j=g_nc_n-d_{n+1}c_{n+1}=g_n\,e^{-G_n/kT}\,(u_n-u_{n+1}).$$

In a steady state $j$ is the same for all $n$. Divide by the prefactor and sum from $n=0$ to $M-1$, with $u_0=1$ for the crystal and $u_M=0$ at a size $M$ far beyond $n^*$, where nuclei are removed. The differences add up to one, so the rate per site is

$$k\equiv j=\left[\sum_{n=0}^{M-1}\frac{e^{G_n/kT}}{g_n}\right]^{-1}.$$

The largest terms lie near $n^*$. There $G\approx W-\tfrac12|G''|(n-n^*)^2$, and with $a=\tfrac32\Delta\mu\,n^{*1/3}$

$$G''(n^*)=-\tfrac29\,a\,n^{*-4/3}=-\frac{\Delta\mu}{3n^*}.$$

Replacing the sum by a Gaussian integral, with $g_n\approx g^*$, gives

$$k\approx g^*Z\,e^{-W/kT},\qquad Z=\sqrt{\frac{|G''|}{2\pi kT}}=\sqrt{\frac{\Delta\mu}{6\pi kT\,n^*}} .$$

For the attachment rate I take $g_n=\nu(36\pi)^{1/3}n^{2/3}$ for $n\ge1$: the surface of the nucleus in units of $v^{2/3}$, times an attempt rate $\nu$. For the first atom, $g_0=\nu$. At 1200, 1250 and 1300 K, with the parameters below, the formula agrees with a direct solution of the rate equations within 2%. This checks the Gaussian step, not the physical assumptions.

## From the rate to the heating temperature

Heat $N$ atoms at $q=dT/dt$. If the first supercritical nucleus melts the cell, the probability $S$ that the crystal survives obeys $dS/dt=-NkS$. Hence

$$S(T)=\exp\!\left[-\frac{N}{q}\int_{T_m}^{T}k(T')\,dT'\right],$$

and I define $T_h$ as the median, $S(T_h)=\tfrac12$. In an unbounded crystal $k$ vanishes at $T_m$ and is finite above it, so $T_h>T_m$. In a periodic cell the barrier at $T_m$ is the finite $2\gamma\ell^2$, so the rate there is not strictly zero. The first statement then holds as long as this barrier is not crossed during the run, which is checked below for the model crystal.

A local estimate shows what sets its size. Let $B=W/kT$, which is proportional to $(T-T_m)^{-2}T^{-1}$, so that

$$\left|\frac{dB}{dT}\right|=B\left(\frac{2}{T-T_m}+\frac1T\right).$$

Near $T_h$ the rate grows roughly as $e^{|dB/dT|\,(T'-T_h)}$. Integrating this exponential gives the condition

$$\frac{N\,k(T_h)}{q\,|dB/dT|}\approx\ln2 .$$

Taking the logarithm shows that $B(T_h)$ depends on $N/q$ only logarithmically, apart from slowly varying prefactors. A tenfold slower run therefore helps little.

## Numbers for a model crystal

Choose round parameters: $T_m=1000$ K, $L=0.004$ hartree, $v=120$ bohr³, $\gamma=6\times10^{-5}$ hartree/bohr², $\nu=1$ ps⁻¹ and $N=1000$. Then $a=7.06\times10^{-3}$ hartree and $\ell=49.3$ bohr. For $q=1$ K/ps the survival integral gives $T_h\approx1285$ K, a superheating of 28%. At this temperature

$$\Delta\mu=0.004\times0.2845=1.138\times10^{-3}\ \text{hartree},$$

$$n^*=\left(\frac{2\times7.059\times10^{-3}}{3\times1.138\times10^{-3}}\right)^3\approx71,$$

$$W=\tfrac12\times70.7\times1.138\times10^{-3}=0.0402\ \text{hartree}=9.9\,kT .$$

The nucleus fills 7% of the cell, below the limit of 15.5%, so the spherical shape is consistent. Another assumption is not met. Setting $u_0=1$ treats the nuclei as dilute, but here $c_1=e^{-(a-\Delta\mu)/kT}\approx0.23$, and the sum of $n\,e^{-G_n/kT}$ over the small sizes exceeds one liquid atom per site. The formula for $G(n)$ has no meaning for a few atoms, so the prefactor of $k$ is uncertain. A factor of ten in it acts like a factor of ten in $q$ and moves $T_h$ by 20 to 30 K.

At 0.1 K/ps the result is 1261 K, and at 10 K/ps it is 1315 K. These values assume that the flux keeps pace with the heating. Near the top of the barrier the mean growth is $dn/dt=g_n-d_n\approx-g^*G'/kT=\lambda(n-n^*)$, with

$$\lambda=\frac{g^*|G''|}{kT}\approx0.11\ \text{ps}^{-1}$$

at 1285 K. The variation of $g_n$ with $n$ is left out here. It moves the zero of the mean growth about 7 atoms below $n^*$, a small shift compared with the width of the barrier top, $\sqrt{kT/|G''|}\approx28$ atoms, and it hardly changes $\lambda$. The time scale on which nuclei respond is thus $1/\lambda\approx9$ ps; the full delay can be a few times longer. The steady flux is justified if $q\,|dB/dT|\ll\lambda$. Here $|dB/dT|\approx9.9\,(2/284.5+1/1284.5)\approx0.08$ K⁻¹, so the condition is well met at 0.1 K/ps, marginal at 1 K/ps and violated at 10 K/ps. A lagging population delays melting further, by a temperature of the order of $q/\lambda$: roughly 10 K at 1 K/ps and 100 K at 10 K/ps for a nucleus to pass the top of the barrier, and two to three times as much if the liquid must grow to half of the cell. The value of 1285 K is therefore somewhat too low, and the value at 10 K/ps is much too low.

Could one simply wait closer to $T_m$? At $T_m$ the cell's barrier is

$$2\gamma\ell^2=2\times6\times10^{-5}\times49.32^2=0.292\ \text{hartree}=92\,kT .$$

At 1050 K it is still $69\,kT$. The spherical formula would give 1.30 hartree there instead of the cell's 0.228, so it fails badly close to $T_m$ in a small cell. The conclusion survives: the Boltzmann factor is about $10^{-30}$, and a thousand sites with an attempt each picosecond do not make up for it in any feasible run.

Nor does slow heating of a large crystal remove the effect, as long as the crystal is perfect and has no surface. A real sample contains grain boundaries, dislocations and voids, which lower the barrier and are not described here. For $N=10^{20}$ and 1 K/s, the theory gives 1112 K. To see why, write $\theta=(T-T_m)/T_m$. Then

$$B=\frac{C}{\theta^2(1+\theta)},\qquad C=\frac{4a^3}{27L^2kT_m}\approx1.03 .$$

A superheating of 1% means $B\approx10^4$, and $N/q$ would have to grow by a factor of the order of $e^{10^4}$ to compensate.

A free surface can remove the barrier by another route. A liquid film replaces the crystal–vapour interface by a crystal–liquid and a liquid–vapour interface. If $\gamma_{sl}+\gamma_{lv}\le\gamma_{sv}$, this costs no interface free energy, and above $T_m$ the film can thicken without nucleation. Periodic boundaries remove precisely this surface.

## Why coexistence works

Now let the cell contain a liquid slab between two planar interfaces. Their total area is $2\ell^2$ whatever the thickness, as long as the interfaces do not meet. With $n$ liquid atoms,

$$G(n)=-n\,\Delta\mu+2\gamma\ell^2 ,\qquad G(n+1)-G(n)=-\Delta\mu .$$

The surface term has dropped out of the difference, and with it the barrier. If $r_+$ and $r_-$ are the rates of melting and freezing one atom, detailed balance gives $r_+/r_-=e^{\Delta\mu/kT}$. The mean drift of the liquid content is

$$r_+-r_-=r_+\left(1-e^{-\Delta\mu/kT}\right)\approx r_+\,\frac{L}{kT_m}\,\frac{T-T_m}{T_m},$$

where the last form holds near $T_m$. Since $r_+>0$, the drift has the sign of $T-T_m$. This proves the second statement. The unknown kinetics sit in $r_+$, which sets the speed but not the zero.

The proof also shows where care is needed:

- **Fluctuations.** Very close to $T_m$ the drift is weaker than the random motion of the interfaces, and a single small cell may go either way. Repeated runs or larger cells narrow the bracket.
- **Facets.** On a smooth crystal face each new layer may have to nucleate. The drift can then be unmeasurably slow in a range around $T_m$, and a rougher face is the better choice.
- **Strain.** If the cell stretches or compresses the crystal sideways, $\mu_s$ rises by a strain energy $e$ per atom. The drift then vanishes where $L(T-T_m)/T_m+e=0$, that is, at $T=T_m(1-e/L)$, which is too low.
- **Heat.** Melting absorbs $L$ per atom. The thermostat must supply it quickly enough to keep the interface at the stated temperature.

## Free energies, and what heating still tells

One can also avoid the transition altogether by computing $\mu_s$ and $\mu_l$ separately and finding where they cross. An error $\delta$ in $\Delta\mu$ shifts the crossing, according to the driving-force formula, by

$$|\delta T|=\frac{T_m}{L}\,|\delta| .$$

In the model crystal an error of $10^{-4}$ hartree per atom gives $1000\times10^{-4}/0.004=25$ K. This method needs no interface, but it demands accurate free-energy differences.

Both methods yield the melting temperature of the chosen potential-energy surface. In first-principles dynamics that surface carries the error of the electronic-structure approximation, which neither method removes.

A heating run keeps a limited use. Within the theory, and provided the cell's barrier near $T_m$ is too high to be crossed during the run, a perfect crystal that melts has been above $T_m$, so $T_h$ is an upper bound. A crystal that stays solid, however, gives no lower bound: the lattice crystal at $1.054\,T_m$ stayed solid although the liquid was the stable phase. The values for both models are collected in the numerical output below.

## Computed results

```
Model: T_m = 1000 K, L = 0.004 Ha, v = 120 bohr^3
gamma = 6.0e-05 Ha/bohr^2, nu = 1 /ps, N = 1000
k_B = 3.16681e-06 Ha/K, k_B T_m = 3.16681e-03 Ha
surface coefficient a = 7.0592e-03 Ha
cell side = 49.32 bohr
sphere/cylinder crossover fraction = 0.1551
cylinder/slab crossover fraction = 0.3183
T=1200 K: rate/site master 6.085e-10, formula 6.126e-10 /ps
T=1250 K: rate/site master 2.300e-06, formula 2.327e-06 /ps
T=1300 K: rate/site master 1.778e-04, formula 1.811e-04 /ps
ramp 0.1 K/ps: T_h = 1261.2 K, local estimate 1260.3 K
ramp 1 K/ps: T_h = 1284.5 K, local estimate 1283.1 K
ramp 10 K/ps: T_h = 1315.1 K, local estimate 1312.9 K
ramp 1 K/ps, master-equation rates: T_h = 1284.7 K
superheating at 1 K/ps = 28.4 %
at this T_h: dmu = 1.1380e-03 Ha
at this T_h: n* = 70.7 atoms
at this T_h: n*/N = 0.0707
at this T_h: W = 0.04024 Ha
at this T_h: W/kT = 9.89
cell barrier at 1000 K = 0.2919 Ha = 92.2 kT
  log10 of exp(barrier/kT) = 40.0
cell barrier at 1050 K = 0.2283 Ha = 68.7 kT
  log10 of exp(barrier/kT) = 29.8
unbounded-crystal barrier at 1050 K = 1.3029 Ha
perfect crystal, N = 1e+20, 1 K/s: T_h = 1111.8 K
Lattice: eps = 1, J = 0.5 eps, D = 4, 16^3 sites
copies per run = 8; temperatures below in eps/k_B
lattice T_m = eps/ln D = 0.7213, enumeration 0.7213
slow heating, 0.0001 per sweep: mean T_h = 0.8581
  range 0.8510 to 0.8636, mean T_h/T_m = 1.190
fast heating, 0.001 per sweep: mean T_h = 0.8868
  range 0.8810 to 0.8960, mean T_h/T_m = 1.229
drift at T = 0.69: -0.05165 liquid layers per sweep
drift at T = 0.71: -0.03238 liquid layers per sweep
drift at T = 0.73: +0.00778 liquid layers per sweep
drift at T = 0.75: +0.04582 liquid layers per sweep
zero-drift T = 0.7246, ratio to T_m = 1.0045
hold at T = 0.76 = 1.054 T_m for 1500 sweeps
  perfect start: largest liquid fraction 0.035
  half-liquid start: smallest liquid fraction 0.967
```
